# Spin-polarised GGA matrix elements from first derivatives

A generalised gradient approximation (GGA) gives the exchange-correlation energy of a spin-polarised system as

\[
E_{xc}=\int f(\rho_\alpha,\rho_\beta,\sigma_{\alpha\alpha},\sigma_{\alpha\beta},\sigma_{\beta\beta})\,d^3r,
\qquad \sigma_{st}=\nabla\rho_s\cdot\nabla\rho_t .
\]

The mixed variable \(\sigma_{\alpha\beta}\) is counted once: \(\sigma_{\beta\alpha}\) is not a further argument of \(f\). Subscripts on \(f\) denote partial derivatives with the other four arguments held fixed, so \(f_{\rho_\alpha}=\partial f/\partial\rho_\alpha\) and \(f_{\sigma_{\alpha\beta}}=\partial f/\partial\sigma_{\alpha\beta}\). The algebra is in atomic units; numbers are in eV and ångström.

The orbitals are expanded in fixed real basis functions \(\phi_\mu\). The problem is to find the matrix \(F^\alpha_{\mu\nu}\) of the exchange-correlation potential for spin \(\alpha\) in a form that needs no second derivatives. We assume that \(f\) is twice continuously differentiable at the densities concerned, and that the densities are smooth except for possible cusps at nuclei. The second derivatives of \(f\) are needed only for the potential, not for the final matrix formula.

## (a) How does the energy respond to a change of one spin density?

Change \(\rho_\alpha\) by a small \(\delta\rho_\alpha\), keep \(\rho_\beta\) fixed, and find \(\delta E_{xc}\) to first order.

**Solution.** The same-spin variable contains \(\nabla\rho_\alpha\) twice:

\[
|\nabla\rho_\alpha+\nabla\delta\rho_\alpha|^2-|\nabla\rho_\alpha|^2
=2\nabla\rho_\alpha\cdot\nabla\delta\rho_\alpha+|\nabla\delta\rho_\alpha|^2 .
\]

The last term is of second order and is dropped. The mixed variable contains \(\nabla\rho_\alpha\) once, and \(\sigma_{\beta\beta}\) does not contain it. Hence

\[
\delta\sigma_{\alpha\alpha}=2\nabla\rho_\alpha\cdot\nabla\delta\rho_\alpha,\qquad
\delta\sigma_{\alpha\beta}=\nabla\rho_\beta\cdot\nabla\delta\rho_\alpha,\qquad
\delta\sigma_{\beta\beta}=0 .
\]

The chain rule gives

\[
\delta E_{xc}=\int\left[f_{\rho_\alpha}\delta\rho_\alpha
+f_{\sigma_{\alpha\alpha}}\delta\sigma_{\alpha\alpha}
+f_{\sigma_{\alpha\beta}}\delta\sigma_{\alpha\beta}\right]d^3r .
\]

Collecting the factors of \(\nabla\delta\rho_\alpha\) defines a vector field:

\[
\delta E_{xc}=\int\left[f_{\rho_\alpha}\delta\rho_\alpha+\mathbf w_\alpha\cdot\nabla\delta\rho_\alpha\right]d^3r,
\qquad
\mathbf w_\alpha=2f_{\sigma_{\alpha\alpha}}\nabla\rho_\alpha+f_{\sigma_{\alpha\beta}}\nabla\rho_\beta .
\tag{1}
\]

The factors 2 and 1 follow from how often \(\nabla\rho_\alpha\) occurs in each variable. Exchanging the labels gives \(\mathbf w_\beta=2f_{\sigma_{\beta\beta}}\nabla\rho_\beta+f_{\sigma_{\alpha\beta}}\nabla\rho_\alpha\).

## (b) What is the potential, and which derivatives does it contain?

**Solution.** The potential \(v_\alpha\) is the function that multiplies \(\delta\rho_\alpha\) itself in \(\delta E_{xc}=\int v_\alpha\,\delta\rho_\alpha\,d^3r\). The gradient must therefore be moved off \(\delta\rho_\alpha\). The product rule reads

\[
\nabla\cdot(\delta\rho_\alpha\mathbf w_\alpha)
=\mathbf w_\alpha\cdot\nabla\delta\rho_\alpha+\delta\rho_\alpha\nabla\cdot\mathbf w_\alpha .
\]

Solve it for \(\mathbf w_\alpha\cdot\nabla\delta\rho_\alpha\) and insert the result in (1). For a variation that vanishes near the boundary and near the nuclei, the total divergence integrates to zero, and

\[
v_\alpha=f_{\rho_\alpha}-\nabla\cdot\mathbf w_\alpha .
\tag{2}
\]

Written out, the divergence is

\[
\nabla\cdot\mathbf w_\alpha
=2f_{\sigma_{\alpha\alpha}}\nabla^2\rho_\alpha+f_{\sigma_{\alpha\beta}}\nabla^2\rho_\beta
+2\nabla f_{\sigma_{\alpha\alpha}}\cdot\nabla\rho_\alpha
+\nabla f_{\sigma_{\alpha\beta}}\cdot\nabla\rho_\beta .
\]

The first two terms contain Laplacians. The last two contain second derivatives of \(f\) and, because \(f_{\sigma_{\alpha\alpha}}\) and \(f_{\sigma_{\alpha\beta}}\) depend on the \(\sigma\) variables, also

\[
\partial_i\sigma_{st}=\sum_j\left[(\partial_i\partial_j\rho_s)\,\partial_j\rho_t
+\partial_j\rho_s\,(\partial_i\partial_j\rho_t)\right].
\]

For a general \(f\), a direct evaluation of \(v_\alpha\) thus needs all second derivatives of both densities.

## (c) Remove the second derivatives from the matrix element

Start from \(\int_V\phi_\mu v_\alpha\phi_\nu\,d^3r\) in a finite volume \(V\) where \(\mathbf w_\alpha\) is smooth, and keep the surface term.

**Solution.** Write \(p=\phi_\mu\phi_\nu\). Equation (2) gives

\[
\int_V p\,v_\alpha\,d^3r=\int_V p f_{\rho_\alpha}d^3r-\int_V p\,\nabla\cdot\mathbf w_\alpha\,d^3r .
\]

From \(\nabla\cdot(p\mathbf w_\alpha)=p\nabla\cdot\mathbf w_\alpha+\mathbf w_\alpha\cdot\nabla p\) and the divergence theorem,

\[
-\int_V p\,\nabla\cdot\mathbf w_\alpha\,d^3r
=\int_V\mathbf w_\alpha\cdot\nabla p\,d^3r-\oint_{\partial V}p\,\mathbf w_\alpha\cdot\mathbf n\,dS ,
\]

where \(\mathbf n\) is the outward unit normal. Therefore

\[
\int_V\phi_\mu v_\alpha\phi_\nu\,d^3r
=\int_V\left[f_{\rho_\alpha}\phi_\mu\phi_\nu+\mathbf w_\alpha\cdot\nabla(\phi_\mu\phi_\nu)\right]d^3r
-\oint_{\partial V}\phi_\mu\phi_\nu\,\mathbf w_\alpha\cdot\mathbf n\,dS .
\tag{3}
\]

The minus sign of the potential has become a plus sign in the volume integral. If the surface term vanishes,

\[
F^\alpha_{\mu\nu}=\int\left[f_{\rho_\alpha}\phi_\mu\phi_\nu
+\left(2f_{\sigma_{\alpha\alpha}}\nabla\rho_\alpha+f_{\sigma_{\alpha\beta}}\nabla\rho_\beta\right)
\cdot\left(\phi_\nu\nabla\phi_\mu+\phi_\mu\nabla\phi_\nu\right)\right]d^3r .
\tag{4}
\]

This is called the weak form; it contains first derivatives of the densities, of the basis functions and of \(f\). For complex basis functions \(\phi_\mu\) is replaced by \(\phi_\mu^*\), and the matrix is Hermitian because \(f_{\rho_\alpha}\) and \(\mathbf w_\alpha\) are real.

## (d) When does the surface term vanish, even if there are nuclear cusps?

**Solution.** Consider first a distant sphere of radius \(R\). Its area grows as \(R^2\), while \(\phi_\mu\phi_\nu\) decays exponentially or faster for the usual localised functions. The flux vanishes if \(\mathbf w_\alpha\) stays bounded. For the exchange part of one spin this can be seen from the form

\[
f_x=A\rho^{4/3}\mathcal F(s),\qquad s=c\,|\nabla\rho|/\rho^{4/3},\qquad A<0,
\]

with a positive constant \(c\). Its vector field is

\[
\mathbf w_x=\frac{\partial f_x}{\partial|\nabla\rho|}\frac{\nabla\rho}{|\nabla\rho|}
=A c\,\mathcal F'(s)\frac{\nabla\rho}{|\nabla\rho|} .
\tag{5}
\]

The powers of \(\rho\) have cancelled. In PBE, \(\mathcal F=1+\kappa-\kappa/(1+\mu s^2/\kappa)\) with positive constants \(\kappa\) and \(\mu\) (this \(\mu\) is not a basis index), so \(\mathcal F'=2\mu s/(1+\mu s^2/\kappa)^2\), which is bounded. For correlation, boundedness is taken here as an assumption. In a periodic cell with periodic integrands, the fluxes through opposite faces cancel instead.

At a nucleus with a density cusp, the density gradients, and with them \(\mathbf w_\alpha\), stay bounded but depend on the direction of approach. For spherical densities \(\mathbf w_\alpha=w(r)\hat{\mathbf r}\), which tends to \(w(0)\hat{\mathbf r}\), and

\[
\nabla\cdot(w\hat{\mathbf r})=\frac1{r^2}\frac{d(r^2w)}{dr}=\frac{dw}{dr}+\frac{2w}{r},
\qquad\text{so}\qquad v_\alpha\simeq-\frac{2w(0)}{r}\quad(r\to0).
\]

The potential diverges, but its matrix element is finite because the volume element supplies \(r^2\). To apply (3), cut out a sphere of radius \(\varepsilon\). The extra surface term is at most \(4\pi\varepsilon^2\max|\phi_\mu\phi_\nu|\max|\mathbf w_\alpha|\), which goes to zero. Equation (4) needs no nuclear correction. The argument would fail for a field growing as \(1/r^2\) or faster at the nucleus.

A spherical model shows the sizes. Take one electron of each spin with \(\rho_s=z_s^3e^{-2z_sr}/\pi\), \(z_\alpha=2.0\) and \(z_\beta=2.5\) Å⁻¹, the PBE functional, and two normalised 1s functions with decay constants 2.0 and 1.6 Å⁻¹. The radial integrals are done by Gauss–Legendre quadrature, and the divergence by central differences. For a ball of radius 1 Å, the volume integral in (3) is \(-9.302\) eV and the surface integral is 0.219 eV, so

\[
-9.302-0.219=-9.521\ \text{eV},
\]

which is also the value from the potential. At 2 Å the surface integral is 0.0034 eV, and at 4 Å it is \(4\times10^{-9}\) eV, where both forms give \(-10.9226\) eV.

Near the nucleus, \(rv_\alpha=-0.2176\) eV Å at \(r=5.3\times10^{-5}\) Å, against the limit \(-2w(0)=-0.2161\) eV Å. The difference is of first order in \(r\): inserting \(w=w(0)+w'(0)r\) gives \(rv_\alpha=-2w(0)+r[f_{\rho_\alpha}-3w'(0)]\), with the bracket taken at the nucleus.

## (e) Obtain the same matrix without integrating by parts

Write \(\rho_\alpha=\sum_{\mu\nu}P^\alpha_{\mu\nu}\phi_\mu\phi_\nu\) with a symmetric density matrix, and vary \(P^\alpha\).

**Solution.** The basis is fixed, so

\[
\delta\rho_\alpha=\sum_{\mu\nu}\delta P^\alpha_{\mu\nu}\phi_\mu\phi_\nu,\qquad
\nabla\delta\rho_\alpha=\sum_{\mu\nu}\delta P^\alpha_{\mu\nu}\nabla(\phi_\mu\phi_\nu).
\]

Insert both in (1), before any gradient has been moved:

\[
\delta E_{xc}=\sum_{\mu\nu}\delta P^\alpha_{\mu\nu}
\int\left[f_{\rho_\alpha}\phi_\mu\phi_\nu+\mathbf w_\alpha\cdot\nabla(\phi_\mu\phi_\nu)\right]d^3r
=\mathrm{Tr}(F^\alpha\delta P^\alpha).
\tag{6}
\]

The integral is (4). This fixes its sign and factors independently of the potential. Symmetry of \(P^\alpha\) needs one caution: changing \(P_{\mu\nu}\) and \(P_{\nu\mu}\) together by \(\eta\), with \(\mu\ne\nu\), changes the energy by \(2\eta F_{\mu\nu}\) to first order in \(\eta\), since two equal terms of the trace contribute.

The same argument applies when the integral is replaced by a sum over fixed points \(\mathbf r_g\) with fixed weights \(\omega_g\). The derivative of \(\sum_g\omega_gf(\mathbf r_g)\) is (4) evaluated with the same points and weights. The weak form is therefore consistent with the numerical energy even on a coarse grid. The matrix of \(v_\alpha\) on that grid differs from it by the quadrature error of a total divergence.

## (f) What happens for equal spin densities, and for an empty spin channel?

**Solution.** Let \(\rho_\alpha=\rho_\beta=\rho/2\) and \(\sigma=|\nabla\rho|^2\). Each \(\sigma_{st}\) equals \(\sigma/4\), so the closed-shell function is

\[
g(\rho,\sigma)=f(\rho/2,\rho/2,\sigma/4,\sigma/4,\sigma/4).
\]

Spin symmetry gives \(f_{\sigma_{\alpha\alpha}}=f_{\sigma_{\beta\beta}}\), and hence

\[
g_\sigma=\tfrac14\left(f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}}+f_{\sigma_{\beta\beta}}\right)
=\tfrac14\left(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}}\right).
\]

With \(\nabla\rho_\alpha=\nabla\rho_\beta=\tfrac12\nabla\rho\),

\[
\mathbf w_\alpha=\tfrac12\left(2f_{\sigma_{\alpha\alpha}}+f_{\sigma_{\alpha\beta}}\right)\nabla\rho
=2g_\sigma\nabla\rho .
\]

Likewise \(g_\rho=\tfrac12(f_{\rho_\alpha}+f_{\rho_\beta})=f_{\rho_\alpha}\). Equation (4) becomes the closed-shell formula with the single factor 2.

If \(\rho_\beta=0\) everywhere, the mixed term of \(\mathbf w_\alpha\) drops out provided \(f_{\sigma_{\alpha\beta}}\) stays finite. The \(\beta\) matrix is a different matter: \(\rho_\beta\) can then only increase, the assumed two-sided derivative does not exist, and the limit has to be examined for the functional in use.

## (g) Arrange the formula for a numerical grid

**Solution.** The two gradient terms in (4) are transposes of each other. Define

\[
G_{\mu\nu}=\int\phi_\mu\left[\tfrac12f_{\rho_\alpha}\phi_\nu+\mathbf w_\alpha\cdot\nabla\phi_\nu\right]d^3r .
\]

Adding the transpose restores the full density term from its two halves and gives both gradient terms, so \(F^\alpha=G+G^{T}\). On the grid one forms

\[
B_{g\nu}=\omega_g\left[\tfrac12f_{\rho_\alpha}\phi_\nu+\mathbf w_\alpha\cdot\nabla\phi_\nu\right]_{\mathbf r_g},
\qquad G_{\mu\nu}=\sum_g\phi_\mu(\mathbf r_g)B_{g\nu}.
\]

One matrix product per spin is enough. For complex functions, \(\phi_\mu\) is conjugated in \(G\) and the transpose becomes the Hermitian conjugate.

## (h) Read the terms in a ring with alternating spins

Consider six hydrogen atoms, numbered 0 to 5, in a regular hexagon of edge 2.5 Å. An unrestricted PBE calculation in the 6-31G** basis (30 functions) is started with \(\alpha\) electrons on even atoms and \(\beta\) electrons on odd ones. How do the terms of (4) differ between the spins?

**Solution.** The self-consistent state keeps the alternation: the Mulliken spin populations of atoms 0 and 1 are 0.95 and \(-0.95\). Halfway between them both spin densities are 0.0223 Å⁻³. Their slopes along the bond, from atom 0 to atom 1, are \(-0.0687\) and \(+0.0687\) Å⁻⁴. The out-of-plane gradient components vanish by symmetry, and the in-plane component perpendicular to the bond is negligible here: the full scalar product agrees with the product of the slopes to the digits shown, so

\[
\sigma_{\alpha\beta}=(-0.0687)(0.0687)=-0.0047\ \text{Å}^{-8}.
\]

Unlike \(\sigma_{\alpha\alpha}\) and \(\sigma_{\beta\beta}\), the mixed variable can be negative.

Now take the diagonal element for the inner s function of atom 0, a fixed combination of three Gaussians. The integrals use an atom-centred grid with 75 radial and 434 angular points per atom. In the order density term, same-spin gradient term, mixed gradient term, in eV,

\[
F^\alpha_{00}=-13.468-1.796+0.003=-15.261,
\]
\[
F^\beta_{00}=-5.997-1.840+0.709=-7.129,
\]

where the last digit of the second sum reflects rounding.

The mixed terms differ by a factor of about 200. Both contain the same \(f_{\sigma_{\alpha\beta}}\) and the same \(\nabla(\phi_0^2)\); what differs is the density gradient. The \(\beta\) element contains \(\nabla\rho_\alpha\), which belongs to the majority density of this atom, and the \(\alpha\) element contains \(\nabla\rho_\beta\). Averaged with the weight \(|\nabla(\phi_0^2)|\), the first gradient is about 110 times larger in magnitude than the second. In addition, the \(\alpha\) integrand changes sign, and its positive and negative parts, \(+0.0061\) and \(-0.0026\) eV, partly cancel, while the \(\beta\) integrand has one sign. The mixed term thus matters most here for the minority spin.

The same-spin terms are nearly equal although the densities are not. Each of them contains exchange and correlation. PBE exchange does not depend on \(\sigma_{\alpha\beta}\), and PBE correlation \(f^c\) depends on the gradients only through \(|\nabla\rho|^2=\sigma_{\alpha\alpha}+2\sigma_{\alpha\beta}+\sigma_{\beta\beta}\), so \(f_{\sigma_{\alpha\beta}}=2f^c_{\sigma_{\alpha\alpha}}=2f^c_{\sigma_{\beta\beta}}\). The correlation part of the same-spin term of one spin therefore equals the mixed term of the other spin: 0.709 eV for \(\alpha\) and 0.003 eV for \(\beta\). The exchange parts that remain are \(-2.505\) eV and \(-1.844\) eV. Equation (5) shows why the small minority density need not give a small exchange term: at equal \(s\) the field has the same size for any \(\rho\). The density still matters through \(s\): scaling a density down without changing its shape raises \(s\), and at large \(s\) the PBE exchange field falls in proportion to the density. The near equality of the two sums comes from correlation cancelling part of the \(\alpha\) exchange term; it is a result for this state and basis function, not a general rule.

For the inner s functions of atoms 0 and 1, both spins give

\[
F_{01}=-0.00302-0.00027+0.00006=-0.00323\ \text{eV}.
\]

The equality follows from symmetry. A half-turn about the in-plane axis through the ring centre and the bond midpoint exchanges atoms 0 and 1 and also the two spin densities. Hence \(F^\alpha_{01}=F^\beta_{10}=F^\beta_{01}\).

Equation (6) can be read in numbers too. Change the occupied \(\beta\) orbital coefficients from \(C\) to \(C+\epsilon X\), where \(X\) is one arbitrary matrix with random entries of typical size 0.1. Then \(\delta P^\beta=\epsilon(XC^T+CX^T)\) to first order. A central difference of the energy gives the slope \(-2.14692\) eV per unit \(\epsilon\), and the trace gives the same to these digits. Without the mixed term the trace would be \(-2.12537\) eV, an error of 0.0216 eV, or 1.0% of the slope. This size depends on the choice of \(X\): with a different random matrix applied to the \(\alpha\) orbitals, the omission changes a slope of 7.59 eV by only 0.00004 eV, although the two spins are equivalent by symmetry.

The potential form can be evaluated on the same grid by differentiating \(\mathbf w\) numerically. Over all matrix elements, its largest difference from the weak form is 1.3 meV. On a coarser grid, with 40 radial and 110 angular points per atom, the largest differences from the fine-grid weak matrix are 4.8 meV for the potential form and 4.6 meV for the weak form. On this coarse grid the largest errors of the two forms are similar, but this does not carry over to better grids: with 50 radial and 194 angular points per atom, measured against a weak matrix with 90 and 590 points, the largest errors are 0.8 meV for the weak form and 5.2 meV for the potential form. Independently of accuracy, the weak form needs no second derivatives and is consistent with the grid energy, as shown in (e).

These numbers belong to an approximate functional, a finite basis and a broken-symmetry solution that is not a spin eigenstate. The digits shown are those of the 6-31G** basis and are not converged in the basis. With densities from the aug-cc-pVDZ basis and the same inner s functions, the midpoint density moves from 0.0223 to 0.0213 Å⁻³, \(F^\alpha_{00}\) and \(F^\beta_{00}\) move by about \(+0.13\) and \(-0.06\) eV, the ratio of the mixed terms drops from about 200 to about 180, and the two same-spin terms differ by 0.10 eV instead of 0.04 eV. They illustrate the matrix elements and do not decide whether such a ring is stable.
